\section*{Torque Field of a Pure Spin Current Absorbed by a Nanomagnet}

\section{The problem}

In a lateral spin valve, electrons polarised by an injector diffuse along a metal channel to a second magnet, the absorber. No net charge current flows through the absorber, but a spin current does; this is what nonlocal means here. The absorber has magnetic moment $M=1.6\times10^{-17}$ A\,m$^2$ along the unit vector $\mathbf n$. It fully absorbs a spin current $I_s=100~\mu$A polarised at right angles to $\mathbf n$.

The spin current is stated in charge units,
\begin{equation}
I_s=I_\uparrow-I_\downarrow ,
\label{eq:def}
\end{equation}
where $I_\uparrow$ and $I_\downarrow$ are the net flows into the magnet of electrons with spin up and spin down along the polarisation axis. Each flow is a particle rate multiplied by $e>0$.

(a) What magnetic field would exert a torque of the same size on the moment?

(b) The absorber is a plate of $100\times50\times4$ nm with Gilbert damping $\alpha=0.01$. The arriving electrons are now polarised along its long axis, with their moments opposite to $\mathbf n$. Does the same arriving flow reverse the magnet?

\section{A tempting solution to part (a)}

A current of $100~\mu$A corresponds to
\begin{equation}
\frac{I_s}{e}=6.242\times10^{14}~\text{electrons per second}.
\end{equation}
An electron that gives up its spin is flipped. Its angular momentum goes from $+\hbar/2$ to $-\hbar/2$, so the magnet receives $\hbar$ from each electron. The torque would be $\hbar I_s/e$, and since a field $B$ at right angles to the moment exerts a torque $MB$,
\begin{equation}
B\overset{?}{=}\frac{\hbar I_s}{eM}=4.11~\text{mT}.
\label{eq:wrong}
\end{equation}
The units are right and the size is plausible. The answer is too large by a factor of two.

\section{Where it fails}

The fault is the word ``flipped''. To see it, count what enters and what leaves.

Let electrons enter at the rate $R$, all with spin up along the polarisation axis. No charge accumulates and no net charge current flows, so electrons also leave at the rate $R$. Suppose first that every one leaves flipped. Then the net flows are
\begin{equation}
I_\uparrow=+eR,\qquad I_\downarrow=-eR,\qquad I_s=2eR .
\end{equation}
The minus sign appears because spin-down electrons leave. With $R=I_s/e$, as the tempting solution assumes, this would be a spin current of $200~\mu$A, not the stated $100~\mu$A.

Full absorption means something else: the leaving electrons carry no spin transverse to $\mathbf n$. With the polarisation at right angles to $\mathbf n$, half of them are then found up and half down along the polarisation axis. Therefore
\begin{align}
I_\uparrow&=eR-\tfrac12eR=+\tfrac12eR,\\
I_\downarrow&=0-\tfrac12eR=-\tfrac12eR,\\
I_s&=I_\uparrow-I_\downarrow=eR .
\end{align}
Now $R=I_s/e$ is correct, and the two flows are $+50~\mu$A and $-50~\mu$A. Their sum, the charge current, is zero. Each electron enters with $\hbar/2$ and leaves with zero on average, so it deposits $\hbar/2$.

The definition \eqref{eq:def} gives the same result without following individual electrons. Spin-up electrons carry $+\hbar/2$ and spin-down electrons $-\hbar/2$, so the angular momentum delivered per second is
\begin{equation}
T=\frac{\hbar}{2}\frac{I_\uparrow}{e}-\frac{\hbar}{2}\frac{I_\downarrow}{e}
=\frac{\hbar I_s}{2e}.
\label{eq:T}
\end{equation}
Some authors may choose a unit in which one $e$ of spin current stands for $\hbar$. In that convention, $100~\mu$A means twice the angular momentum and \eqref{eq:wrong} would be right. The convention must therefore be stated with the number.

\section{The right solution to part (a)}

\subsection{Why the transverse spin is absorbed}

Take $\mathbf n$ along $z$ and an arriving electron whose spin makes an angle $\theta$ with $z$, in the $xz$ plane. Its spinor is $(\cos\frac\theta2,\sin\frac\theta2)$. Inside the magnet the exchange interaction gives the two components different energies, so they acquire a relative phase $\varphi$:
\begin{equation}
\psi=\begin{pmatrix}\cos\frac\theta2\,e^{-i\varphi/2}\\[2pt]
\sin\frac\theta2\,e^{i\varphi/2}\end{pmatrix}.
\end{equation}
Using $2\sin\frac\theta2\cos\frac\theta2=\sin\theta$ and $\cos^2\frac\theta2-\sin^2\frac\theta2=\cos\theta$, the expectation values of the Pauli matrices are
\begin{equation}
\langle\boldsymbol\sigma\rangle=(\sin\theta\cos\varphi,\ \sin\theta\sin\varphi,\ \cos\theta).
\end{equation}
The spin precesses about $\mathbf n$, and its component along $\mathbf n$ is unchanged.

Electrons crossing at different angles spend different times in the layer. For a common speed and a direction cosine $\mu$ to the layer normal, the path is longer by $1/\mu$, so $\varphi=\varphi_0/\mu$. An isotropic distribution crosses the surface with weight $2\mu\,d\mu$. With $t=1/\mu$ and one integration by parts, the average phase factor is
\begin{align}
\langle e^{i\varphi}\rangle&=\int_0^1 2\mu\,e^{i\varphi_0/\mu}\,d\mu
=\int_1^\infty\frac{2}{t^3}e^{i\varphi_0t}\,dt\\
&=-\frac{2e^{i\varphi_0}}{i\varphi_0}+\frac{6}{i\varphi_0}\int_1^\infty\frac{e^{i\varphi_0t}}{t^4}\,dt .
\end{align}
The last integral is at most $\int_1^\infty t^{-4}dt=\frac13$ in magnitude. Hence $|\langle e^{i\varphi}\rangle|\le4/\varphi_0$, which vanishes for a layer thick enough to make $\varphi_0$ large. The transverse spin of the flow then averages out. In a layer of thickness $d$ with exchange splitting $\Delta$ and electron speed $v$, $\varphi_0=\Delta d/(\hbar v)$. For $d=4$ nm, $\Delta=1$ eV and $v=10^6$ m/s this is only about 6, and about 0.3 of the transverse spin would remain. For the plate of part (b), full absorption is therefore an assumption, taken from the problem, and not a result of this average alone. Exchange conserves the total angular momentum of electron and magnet, so the magnet takes up what the electrons lose, provided none goes to the lattice.

\subsection{The equivalent field}

Let $\mathbf p$ be the direction of the arriving electrons' magnetic moment. An electron's moment is opposite to its spin, so the spin points along $-\mathbf p$. The part of $\mathbf p$ transverse to $\mathbf n$ is
\begin{equation}
\mathbf p_\perp=\mathbf p-(\mathbf n\cdot\mathbf p)\mathbf n
=\mathbf n\times(\mathbf p\times\mathbf n),
\end{equation}
and the torque on the magnet is $-T\mathbf p_\perp$. At angles other than $90^\circ$, $I_s$ in $T$ stands for the arriving polarised flow; the longitudinal spin leaves again, apart from any lost to the lattice, and exerts no torque on the moment.

A magnetic field exerts the torque $M\mathbf n\times\mathbf B$. Try $\mathbf B=B_0\,\mathbf n\times\mathbf p$. The double product gives
\begin{equation}
M\mathbf n\times\mathbf B=MB_0\left[\mathbf n(\mathbf n\cdot\mathbf p)-\mathbf p\right]=-MB_0\,\mathbf p_\perp .
\end{equation}
This equals $-T\mathbf p_\perp$ if $MB_0=T$:
\begin{equation}
\boxed{\;\mathbf B=B_0\,\mathbf n\times\mathbf p,\qquad B_0=\frac{\hbar I_s}{2eM}\;}
\label{eq:B0}
\end{equation}

The numbers are
\begin{align}
T&=(3.2911\times10^{-16}~\text{V\,s})(1.00\times10^{-4}~\text{A})
=3.291\times10^{-20}~\text{N\,m},\\
B_0&=\frac{3.291\times10^{-20}~\text{N\,m}}{1.6\times10^{-17}~\text{A\,m}^2}
=2.06\times10^{-3}~\text{T}.
\end{align}
The equivalent torque field is 2.1 mT, or about 21 Oe.

The size of the field in \eqref{eq:B0} is $B_0\sin\theta$, with $\theta$ the angle between $\mathbf n$ and $\mathbf p$. It is 2.1 mT at right angles, 1.0 mT at $30^\circ$, and zero when the two are collinear. Its direction also matters. It is perpendicular to both $\mathbf n$ and $\mathbf p$, and it turns as $\mathbf n$ turns, so it cannot be replaced by a steady applied field. This difference decides part (b).

\section{Part (b): does the magnet reverse?}

\subsection{Equation of motion}

The magnet's angular momentum is $\mathbf J=-M\mathbf n/\gamma$, with $\gamma>0$ the gyromagnetic ratio. Its rate of change is the sum of the field torque and the spin torque:
\begin{equation}
-\frac{M}{\gamma}\frac{d\mathbf n}{dt}=M\mathbf n\times\mathbf B_{\rm eff}-T\mathbf p_\perp .
\end{equation}
Multiply by $-\gamma/M$, use $T/M=B_0$, and add Gilbert damping:
\begin{equation}
\dot{\mathbf n}=-\gamma\,\mathbf n\times\mathbf B_{\rm eff}+\gamma B_0\,\mathbf p_\perp+\alpha\,\mathbf n\times\dot{\mathbf n}.
\label{eq:llg}
\end{equation}
The spin torque pulls $\mathbf n$ towards $\mathbf p$.

\subsection{The shape fields}

Let $x$, $y$, $z$ run along the length, width and thickness. For a uniformly magnetised box of volume $V$, mirror symmetry removes cross terms from the magnetostatic energy, leaving
\begin{equation}
E=\tfrac12\mu_0M_s^2V\,(N_xn_x^2+N_yn_y^2+N_zn_z^2).
\end{equation}
Substitute $n_x^2=1-n_y^2-n_z^2$ and $M=M_sV$. Apart from a constant,
\begin{equation}
E=\tfrac12M(B_1n_y^2+B_2n_z^2),
\label{eq:E}
\end{equation}
with $B_1=\mu_0M_s(N_y-N_x)$ and $B_2=\mu_0M_s(N_z-N_x)$.

The factor $N$ for magnetisation along a side $c$ follows from the Coulomb-like energy of the two charged faces $a\times b$, with surface charges $\pm M_s$:
\begin{align}
N&=\frac{F(0)-F(c)}{2\pi abc},\\
F(h)&=4\int_0^a\!\!\int_0^b\frac{(a-u)(b-v)}{\sqrt{u^2+v^2+h^2}}\,dv\,du .
\end{align}
Here $(a-u)(b-v)$ is the area over which pairs of points with in-plane separation $(u,v)$ can be placed, and the 4 counts the signs of $u$ and $v$. Numerical integration gives $N_x=0.0446$, $N_y=0.0917$ and $N_z=0.8638$.

The given moment and volume imply $M_s=800$ kA/m, a rough value for permalloy. Then $B_1=47$ mT and $B_2=824$ mT. The long axis $x$ is the easy axis, and tilting out of the plane costs far more energy than turning within it.

\subsection{Stability of the easy direction}

Start near $\mathbf n=+\hat{\mathbf x}$ with $\mathbf p=-\hat{\mathbf x}$, and keep terms of first order in $n_y$ and $n_z$. From \eqref{eq:E}, $\mathbf B_{\rm eff}=-(0,B_1n_y,B_2n_z)$, so the $y$ and $z$ components of $\mathbf n\times\mathbf B_{\rm eff}$ are $B_2n_z$ and $-B_1n_y$. Since $\mathbf n\cdot\mathbf p=-n_x$, one has $\mathbf p_\perp=-\hat{\mathbf x}+n_x\mathbf n$, with $y$ and $z$ components $n_y$ and $n_z$. The spin torque therefore pushes every small tilt outwards. The corresponding components of $\mathbf n\times\dot{\mathbf n}$ are $-\dot n_z$ and $\dot n_y$. Equation \eqref{eq:llg} becomes
\begin{align}
\dot n_y+\alpha\dot n_z&=\gamma(B_0n_y-B_2n_z),\\
\dot n_z-\alpha\dot n_y&=\gamma(B_1n_y+B_0n_z).
\end{align}
Subtract $\alpha$ times the second line from the first to isolate $\dot n_y$; add $\alpha$ times the first to the second to isolate $\dot n_z$:
\begin{equation}
\begin{pmatrix}\dot n_y\\ \dot n_z\end{pmatrix}
=\frac{\gamma}{1+\alpha^2}
\begin{pmatrix}B_0-\alpha B_1&-B_2-\alpha B_0\\
B_1+\alpha B_0&B_0-\alpha B_2\end{pmatrix}
\begin{pmatrix}n_y\\ n_z\end{pmatrix}.
\end{equation}
The eigenvalues are complex here, because the off-diagonal product, about $-B_1B_2$, far outweighs the square of half the diagonal difference, $\alpha(B_2-B_1)/2\approx4$ mT. The tilt therefore oscillates, and its amplitude grows at half the trace:
\begin{equation}
\Gamma=\gamma\left[B_0-\frac{\alpha(B_1+B_2)}{2}\right],
\label{eq:growth}
\end{equation}
where $1+\alpha^2$ has been replaced by 1, a relative change of $10^{-4}$. The easy direction loses stability when
\begin{equation}
B_0>\frac{\alpha(B_1+B_2)}{2}
=\frac{0.01\,(47+824)~\text{mT}}{2}\approx4.4~\text{mT}.
\end{equation}
Since $B_0$ is proportional to $I_s$, the threshold is about $210~\mu$A for a uniform magnetisation. A plate this size is not quite uniform: with an exchange stiffness of 13 pJ/m, typical of permalloy, the magnetisation bends near the ends and the threshold falls by about 13 percent, to roughly $185~\mu$A, still well above the stated flow. At $100~\mu$A the growth rate is negative, so tilts die out and the magnet does not reverse. The mistaken 4.1 mT of \eqref{eq:wrong} would have placed the device almost at threshold.

If $\mathbf p$ is along $+\hat{\mathbf x}$ instead, $B_0$ changes sign in \eqref{eq:growth} and the spin torque adds to the damping.

Compare a steady field of size $B$ along $-\hat{\mathbf x}$, with no spin current. It lowers both stiffness fields by $B$, and for uniform rotation the easy direction becomes unstable when $B$ reaches $B_1=47$ mT; if the magnetisation is allowed to bend, this falls to about 36 mT. The spin torque has to overcome the damping, not the stiffness, and here that takes about a tenth of the field.

\subsection{Beyond small tilts}

Loss of stability is not yet reversal. Equation \eqref{eq:llg} was integrated numerically for 60 ns with an adaptive Runge--Kutta method, without thermal noise, from an in-plane tilt of $4.2^\circ$. The magnetisation was assumed to stay uniform as it turns, which a real plate need not do, and the shape fields and damping were held fixed.

At $100~\mu$A the moment returns to the axis, $n_x=1.00$. At 1.1 times threshold it has not reversed: during the last 6 ns it still precesses widely, with $n_x$ falling as low as 0.37 but staying positive. At 1.5 times threshold it has reversed, $n_x=-1.00$. The motion at 1.1 times threshold is a steady cycle, not a slow reversal: without noise, reversal sets in only near 1.17 times threshold, about $250~\mu$A. This gap belongs to the noise-free model. At 1.1 times threshold the cycle is held by an effective barrier of only about $0.3\,k_BT_{\rm K}$ at temperature $T_{\rm K}=300$ K, so thermal agitation would be expected to carry the moment over.

\subsection{The role of temperature}

For perfectly collinear $\mathbf n$ and $\mathbf p$ the spin torque vanishes, and some tilt is needed to start the motion. Thermal agitation supplies it. For a small in-plane angle $\phi$ the energy is $\frac12MB_1\phi^2$, and equipartition sets its mean to $\frac12k_BT_{\rm K}$, with $T_{\rm K}$ the temperature. At 300 K, before the spin current is switched on,
\begin{equation}
\phi_{\rm rms}=\sqrt{\frac{k_BT_{\rm K}}{MB_1}}=4.2^\circ .
\end{equation}
At that angle the torque field is $B_0\sin\phi_{\rm rms}=0.15$ mT, far below its right-angle value. Turning the moment uniformly through the in-plane hard direction costs $\frac12MB_1$, which is $91\,k_BT_{\rm K}$ with no spin current. The spin torque cancels part of the damping, and at $100~\mu$A this lowers the effective barrier to about $50\,k_BT_{\rm K}$, so thermal reversal by this path is still very unlikely during a short pulse.

\section{The model beside a real device}

The plate resembles the permalloy absorber of a metallic lateral spin valve; the material figures that follow are rough. If transverse spin decays exponentially over 1 nm, as a simple allowance for scattering, a fraction $e^{-4}=1.8\%$ crosses the 4 nm plate. Spin can also be lost to the lattice. Diffusion lengths vary as the square root of the decay time, so a spin-diffusion length of 5 nm makes the loss rate $(1/5)^2=0.04$ of the dephasing rate, and $0.04/1.04=3.8\%$ of the spin is lost. Together these would lower 2.06 mT to about 1.9 mT, if the spin that crosses the plate escapes at the far face; if that face reflects it, the figure is nearer 2.0 mT. A field-like torque of 5 percent adds 0.10 mT at right angles to the main torque field, which changes the total size by about 0.1 percent.

The model also assumes that the injector has no influence of its own. If 5 percent of its current reaches the absorber as spin current, it must carry 2.0 mA. Treated as a long straight wire 300 nm away, it produces a magnetic field $\mu_0I/(2\pi r)\approx1.3$ mT, comparable to the torque field. The two act differently. If the wire lies in the plane of the plate, its field points out of the plane and tilts the resting moment by only about $B/B_2=0.0016$ rad, or $0.09^\circ$. Even a steady field of this size along the easy axis would only raise or lower both stiffness fields by $B$, and so move the threshold in \eqref{eq:growth} by $\alpha B=0.013$ mT. In a wire 100 nm square, 2.0 mA is $2\times10^7$ A/cm$^2$, a high density that favours short pulses. Heating also lowers $M$; at fixed absorbed spin current, a moment 5 percent smaller gives a torque field about 5 percent larger.

All numerical values are calculated from the stated model.
